# Landau–Teller vibrational relaxation and the gap law for smooth collisions: a program that tests the result

```python
"""Landau-Teller vibrational relaxation from the force on a frozen bond.

Result under test: 1/T1 = S(w) / (2 mu kT), where S(w) is the full-range
Fourier transform of the classical correlation function of the force on a
frozen bond, mu the bond reduced mass and w its angular frequency.
Collisions: V = V0 exp(-(x - lam*q)/a), relative mass m, asymptotic speed v;
their force transform is 2 pi lam m w a / sinh(pi w a / v).
At fixed v its square falls exponentially with w.  The thermal average falls
as exp(-3y/2), y = (2 pi w a)^(2/3) (m/kT)^(1/3).
Working units: angstrom, ps, atomic mass unit u; energy u angstrom^2/ps^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm

HBAR = const.hbar / (const.atomic_mass * 1e-8)


def thermal_energy(temperature):
    return const.k * temperature / (const.atomic_mass * 1e4)


def angular(wavenumber):
    return 2 * np.pi * const.c * 100 * wavenumber * 1e-12


atom_mass, collider_mass = 100.0, 10.0
mu = atom_mass / 2
lam = 0.5
m = 2 * atom_mass * collider_mass / (2 * atom_mass + collider_mass)
a = 0.2
temperature = 300.0
kT = thermal_energy(temperature)
collision_rate = 1.0
wavenumbers = [200, 400, 600, 800, 1000]


def force_transform(w, v, coupling=lam):
    z = np.pi * w * a / v
    return 2*np.pi*coupling*m*w*a * 2*np.exp(-z) / (1 - np.exp(-2*z))


def speed_rule(low, high, count, energy):
    """Nodes and flux-weighted thermal weights for the collision speed."""
    node, weight = np.polynomial.legendre.leggauss(count)
    vth = np.sqrt(energy / m)
    v = vth * (low + (high - low) * (node + 1) / 2)
    weight = weight * vth * (high - low) / 2
    return v, weight * m * v / energy * np.exp(-m * v**2 / (2 * energy))


def mean_square(w, energy=kT, coupling=lam):
    v, weight = speed_rule(0.05, 11.0, 300, energy)
    return np.sum(weight * force_transform(w, v, coupling)**2)


def saddle(w, energy=kT):
    y = (2*np.pi*w*a)**(2/3) * (m/energy)**(1/3)
    value = 4*(2*np.pi*lam*m*w*a)**2 * np.sqrt(2*np.pi*y/3) * np.exp(-1.5*y)
    return y, value


# Oscillator levels and matrix elements from a grid Hamiltonian (hbar=mu=w=1).
grid = np.linspace(-12, 12, 121)
step = grid[1] - grid[0]
index = np.arange(grid.size)
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6, (-1.0)**np.abs(diff) / safe**2)
levels, states = np.linalg.eigh(kinetic / step**2 + np.diag(grid**2 / 2))
levels, states = levels[:40], states[:, :40]
q_matrix = states.T @ (grid[:, None] * states)
beta = 0.5
population = np.exp(-beta * levels)
population /= population.sum()

# One quantum bath mode: its upward line against the classical line strength.
upward = sum(population[n] * q_matrix[n + 1, n]**2 for n in range(39))
classical_half = 1 / (2 * beta)
assert abs(upward / (classical_half * beta / (1 - np.exp(-beta))) - 1) < 1e-5

# Golden-rule rates for all pairs of levels: is the energy decay exponential?
gap = levels[:, None] - levels[None, :]
gap_safe = np.where(np.abs(gap) < 1e-9, 1.0, gap)
kubo = 0.01 * np.exp(-np.abs(gap_safe))
spectrum = kubo * beta * gap_safe / (1 - np.exp(-beta * gap_safe))
rates = q_matrix**2 * spectrum
np.fill_diagonal(rates, 0)
generator = rates.T - np.diag(rates.sum(axis=1))
start = np.zeros(40)
start[5] = 1
equilibrium = population @ levels
decay_constant = beta * 0.01 * np.exp(-1) / 2
for time in (200.0, 800.0):
    energy_now = levels @ (expm(generator * time) @ start)
    expected = equilibrium + (levels[5] - equilibrium) * np.exp(
        -decay_constant * time)
    assert abs(energy_now - expected) < 1e-4

# Moving bond in a harmonic bath: exact decay against the frozen-bond force.
spacing = 0.005
bath = (np.arange(800) + 0.5) * spacing
strength = 0.005 * np.exp(-bath) * spacing
coupling_c = bath * np.sqrt(strength)
stiffness = np.diag(np.concatenate(([1 + strength.sum()], bath**2)))
stiffness[0, 1:] = stiffness[1:, 0] = -coupling_c
square, modes = np.linalg.eigh(stiffness)
normal, share = np.sqrt(square), modes[0]**2


def bond_energy(time):
    times = time + np.arange(40) * np.pi / 40
    phase = np.outer(times, normal)
    q = np.cos(phase) @ share
    p = -np.sin(phase) @ (share * normal)
    return np.mean((q**2 + p**2) / 2)


exact_rate = np.log(bond_energy(60.0) / bond_energy(360.0)) / 300.0
times = np.arange(0, 500, 0.1)
correlation = np.cos(np.outer(times, bath)) @ strength
integrand = correlation * np.cos(times) * np.exp(-(times / 100)**2)
frozen_rate = 0.1 * (integrand.sum() - integrand[0] / 2)
assert abs(exact_rate / frozen_rate - 1) < 0.02

# Force transform from a trajectory obtained by integrating Newton's equation.
v_fixed = 10.0
e_fixed = m * v_fixed**2 / 2
t = np.linspace(0, 30 * a / v_fixed, 6001)
path = solve_ivp(
    lambda s, z: [z[1], e_fixed * np.exp(-z[0] / a) / (a * m)],
    (0, t[-1]), [0.0, 0.0], method="DOP853", t_eval=t,
    rtol=1e-11, atol=1e-12, max_step=a / v_fixed / 10)
force = lam * e_fixed * np.exp(-path.y[0] / a) / a
for wn in wavenumbers:
    product = force * np.cos(angular(wn) * t)
    direct = 2 * (t[1]-t[0]) * (product.sum() - (product[0]+product[-1])/2)
    assert abs(direct / force_transform(angular(wn), v_fixed) - 1) < 2e-3


# A force pulse with kinks, for contrast with the smooth collision.
def kinked(phase_total):
    s = np.linspace(0, 1, 20001)
    pulse = np.sin(np.pi * s) * np.exp(1j * phase_total * s)
    return abs(pulse.sum() * (s[1] - s[0]))**2


assert abs(kinked(20 * np.pi) / kinked(40 * np.pi) - 16) < 0.3
kink_drop = kinked(4 * np.pi) / kinked(8 * np.pi)
smooth_drop = (force_transform(angular(400), v_fixed)
               / force_transform(angular(800), v_fixed))**2
assert kink_drop < 20 and smooth_drop > 100

# Random collision times: power spectrum from the definition.
rng = np.random.default_rng(7)
w200 = angular(200)
window = 2 * np.pi * round(w200 * 20 / (2 * np.pi)) / w200
windows = 20000
counts = rng.poisson(collision_rate * window, windows)
owner = np.repeat(np.arange(windows), counts)
speeds = np.sqrt(-2 * kT / m * np.log(1 - rng.random(owner.size)))
amplitude = force_transform(w200, speeds)
phase = w200 * window * rng.random(owner.size)
real = np.bincount(owner, amplitude * np.cos(phase), windows)
imag = np.bincount(owner, amplitude * np.sin(phase), windows)
sampled = np.mean(real**2 + imag**2) / window
shot_ratio = sampled / (collision_rate * mean_square(w200))
assert abs(shot_ratio - 1) < 0.04

# Saddle-point law in frequency and temperature, and the local slope.
for temp in (300.0, 600.0):
    energy = thermal_energy(temp)
    for wn in wavenumbers[1:]:
        y, estimate = saddle(angular(wn), energy)
        assert abs(mean_square(angular(wn), energy) / estimate - 1) < 0.5 / y


def log_slope(w):
    """Dimensionless slope d ln<F^2> / d ln w."""
    d = 1e-3
    return np.log(mean_square(w*(1+d)) / mean_square(w*(1-d))) / (2*d)


for wn in (600, 800, 1000):
    y, _ = saddle(angular(wn))
    assert abs(log_slope(angular(wn)) - (-y + 7/3)) < 0.05


# Full classical collisions with a moving bond.
def mean_gain(coupling, vib_energy):
    v, weight = speed_rule(0.3, 9.0, 60, kT)
    phases = 2 * np.pi * np.arange(24) / 24
    speed = np.repeat(v[:, None], phases.size, axis=1)
    e_in = m * speed**2 / 2
    x = a * np.log(kT / e_in) + 25 * a
    px = -m * speed
    q = np.sqrt(2*vib_energy/mu) / w200 * np.cos(phases) + 0 * speed
    p = -np.sqrt(2*vib_energy*mu) * np.sin(phases) + 0 * speed
    steps = 5000
    dt = 2 * (25 + 2*np.log(2)) * a / speed / steps
    cosine, sine = np.cos(w200 * dt), np.sin(w200 * dt)
    push = kT * np.exp(-(x - coupling*q) / a) / a
    for _ in range(steps):
        px = px + push * dt / 2
        p = p - coupling * push * dt / 2
        x = x + px * dt / m
        q, p = (q*cosine + p*sine/(mu*w200), p*cosine - q*sine*mu*w200)
        push = kT * np.exp(-(x - coupling*q) / a) / a
        px = px + push * dt / 2
        p = p - coupling * push * dt / 2
    final = p**2 / (2*mu) + mu * w200**2 * q**2 / 2
    return np.sum(weight * (final - vib_energy).mean(axis=1))


multiples = np.array([0.0, 1.0, 3.0])
gains = {}
for coupling in (0.05, lam):
    unit = mean_square(w200, kT, coupling) / (2 * mu)
    gains[coupling] = np.array(
        [mean_gain(coupling, r * kT) / unit for r in multiples])
weak_error = np.max(np.abs(gains[0.05] - (1 - multiples)))
strong_error = np.max(np.abs(gains[lam] - (1 - multiples)))
assert weak_error < 0.03
assert strong_error > weak_error
full_ratio = (gains[lam][0] - gains[lam][2]) / 3


# Quantum scattering states on the same repulsive wall (Numerov integration).
def scattering_states(energies):
    h = 0.001
    x = np.arange(-6 * a, 16 * a, h)
    potential = kT * np.exp(-x / a)
    psi = np.zeros((x.size, energies.size))
    psi[1] = 1e-40
    factor = 1 - h**2/12 * 2*m/HBAR**2 * (potential[:, None] - energies)
    for n in range(1, x.size - 1):
        psi[n+1] = ((12 - 10*factor[n])*psi[n]
                    - factor[n-1]*psi[n-1]) / factor[n+1]
    k = np.sqrt(2 * m * energies) / HBAR
    one, two = psi[-2], psi[-1]
    size = np.sqrt(one**2 + two**2 - 2*one*two*np.cos(k*h)) / np.sin(k*h)
    return psi / size * np.sqrt(2*m / (np.pi*HBAR**2*k)), potential * h


v_q, weight_q = speed_rule(0.01, 9.0, 60, kT)
e_q = m * v_q**2 / 2
initial, potential_step = scattering_states(e_q)
quantum_ratio = {}
for wn in (200, 600, 1000):
    w = angular(wn)
    final, _ = scattering_states(e_q + HBAR * w)
    element = np.sum(initial * final * potential_step[:, None], axis=0)
    nu1 = 2 * a * np.sqrt(2 * m * e_q) / HBAR
    nu2 = 2 * a * np.sqrt(2 * m * (e_q + HBAR * w)) / HBAR
    s, d = (nu1 + nu2) / 2, (nu2 - nu1) / 2
    closed = (0.5 * np.sqrt(np.sinh(np.pi*nu1) * np.sinh(np.pi*nu2))
              * s * d / (np.sinh(np.pi*s) * np.sinh(np.pi*d)))
    numeric_sum = np.sum(weight_q * element**2)
    assert abs(numeric_sum / np.sum(weight_q * closed**2) - 1) < 5e-3
    down = 4*np.pi**2 * HBAR/(2*mu*w) * (lam/a)**2 * numeric_sum
    quantum_rate = down * (1 - np.exp(-HBAR * w / kT))
    quantum_ratio[wn] = quantum_rate / (mean_square(w) / (2 * mu * kT))
assert abs(quantum_ratio[200] - 1) < 0.1
assert quantum_ratio[1000] > 1.3

print(f"bond atom mass {atom_mass:.0f} u, collider {collider_mass:.0f} u")
print(f"bond reduced mass mu = {mu:.1f} u, lambda = {lam:.2f}")
print(f"collision reduced mass m = {m:.3f} u")
print(f"range a = {a:.2f} angstrom, temperature = {temperature:.0f} K")
print(f"collision rate Z = {collision_rate:.1f} per ps")
print(f"kT = {kT:.2f} u angstrom^2/ps^2")
print(f"harmonic bath, exact / frozen-force rate = {exact_rate/frozen_rate:.4f}")
print(f"random collisions, sampled / formula spectrum = {shot_ratio:.3f}")
print(f"fixed speed v = {v_fixed:.1f} angstrom/ps")
efold = v_fixed / (2*np.pi*a) / angular(1)
print(f"fixed-speed e-fold of exponential factor = {efold:.2f} cm^-1")
print(f"drop of squared transform 400 to 800 cm^-1, smooth = {smooth_drop:.1f}")
print(f"drop on same doubling, kinked half-sine pulse = {kink_drop:.1f}")
for wn in wavenumbers:
    w = angular(wn)
    y, estimate = saddle(w)
    average = mean_square(w)
    relaxation = 2 * mu * kT / (collision_rate * average)
    print(f"{wn} cm^-1: w = {w:.3f} rad/ps, hbar w/kT = {HBAR*w/kT:.3f}")
    print(f"  y = {y:.3f}, v* = {np.sqrt(y*kT/m):.2f} angstrom/ps")
    print(f"  <F^2> = {average:.4g} (u angstrom/ps)^2")
    print(f"  T1 = {relaxation:.4g} ps, integral/saddle = {average/estimate:.4f}")
    print(f"  d ln<F^2>/d ln w = {log_slope(w):.3f}, -y+7/3 = {-y+7/3:.3f}")
hot = thermal_energy(600.0)
t1_hot = 2 * mu * hot / (collision_rate * mean_square(angular(600), hot))
print(f"600 cm^-1 at 600 K, same Z: T1 = {t1_hot:.4g} ps")
for wn, ratio in quantum_ratio.items():
    print(f"{wn} cm^-1: quantum / classical-spectrum rate = {ratio:.3f}")
print("mean gain / (<F^2>/2mu) at 200 cm^-1, Evib = 0, 1, 3 kT:")
for coupling, values in gains.items():
    print(f"  lambda {coupling:.2f}: " + ", ".join(f"{g:.3f}" for g in values))
print(f"moving-bond / frozen-bond rate, lambda 0.50 = {full_ratio:.3f}")
print("tests ok")
```

Output:

```
bond atom mass 100 u, collider 10 u
bond reduced mass mu = 50.0 u, lambda = 0.50
collision reduced mass m = 9.524 u
range a = 0.20 angstrom, temperature = 300 K
collision rate Z = 1.0 per ps
kT = 249.43 u angstrom^2/ps^2
harmonic bath, exact / frozen-force rate = 0.9998
random collisions, sampled / formula spectrum = 1.000
fixed speed v = 10.0 angstrom/ps
fixed-speed e-fold of exponential factor = 42.25 cm^-1
drop of squared transform 400 to 800 cm^-1, smooth = 3236.1
drop on same doubling, kinked half-sine pulse = 17.6
200 cm^-1: w = 37.673 rad/ps, hbar w/kT = 0.959
  y = 4.407, v* = 10.74 angstrom/ps
  <F^2> = 930.1 (u angstrom/ps)^2
  T1 = 26.82 ps, integral/saddle = 1.1182
  d ln<F^2>/d ln w = -2.251, -y+7/3 = -2.073
400 cm^-1: w = 75.346 rad/ps, hbar w/kT = 1.918
  y = 6.995, v* = 13.54 angstrom/ps
  <F^2> = 90.14 (u angstrom/ps)^2
  T1 = 276.7 ps, integral/saddle = 1.0441
  d ln<F^2>/d ln w = -4.708, -y+7/3 = -4.662
600 cm^-1: w = 113.019 rad/ps, hbar w/kT = 2.878
  y = 9.166, v* = 15.49 angstrom/ps
  <F^2> = 8.825 (u angstrom/ps)^2
  T1 = 2826 ps, integral/saddle = 1.0305
  d ln<F^2>/d ln w = -6.856, -y+7/3 = -6.833
800 cm^-1: w = 150.692 rad/ps, hbar w/kT = 3.837
  y = 11.104, v* = 17.05 angstrom/ps
  <F^2> = 0.9384 (u angstrom/ps)^2
  T1 = 2.658e+04 ps, integral/saddle = 1.0247
  d ln<F^2>/d ln w = -8.787, -y+7/3 = -8.771
1000 cm^-1: w = 188.365 rad/ps, hbar w/kT = 4.796
  y = 12.885, v* = 18.37 angstrom/ps
  <F^2> = 0.1088 (u angstrom/ps)^2
  T1 = 2.292e+05 ps, integral/saddle = 1.0213
  d ln<F^2>/d ln w = -10.566, -y+7/3 = -10.552
600 cm^-1 at 600 K, same Z: T1 = 368.1 ps
200 cm^-1: quantum / classical-spectrum rate = 1.001
600 cm^-1: quantum / classical-spectrum rate = 1.209
1000 cm^-1: quantum / classical-spectrum rate = 1.771
mean gain / (<F^2>/2mu) at 200 cm^-1, Evib = 0, 1, 3 kT:
  lambda 0.05: 0.999, -0.000, -1.999
  lambda 0.50: 0.930, -0.001, -1.857
moving-bond / frozen-bond rate, lambda 0.50 = 0.929
tests ok
```
